# Temperature of equal single and double anchoring of a surface precursor

## Problem

In atomic layer deposition a metal precursor reacts with a hydroxylated surface. It gives up one ligand, takes an oxygen bridge to the surface in exchange, and is then singly anchored. If another hydroxyl lies next to it, it can lose a second ligand:

$$
\text{single}+\text{OH}\;\rightleftharpoons\;\text{double}+\text{gas molecule}.
$$

The hydroxyl's hydrogen leaves with the ligand, and its oxygen becomes the second bridge. For a methyl ligand the gas molecule is methane.

The reaction from left to right has enthalpy $\Delta H=+0.60$ eV and standard entropy $\Delta S^\circ=+1.20$ meV/K, both per reaction event. The standard state of the gas is the ideal gas at $p^\circ=1$ bar. The partial pressure of the byproduct above the surface is held at $p=1$ mbar. At what temperature are the singly and doubly anchored forms equally populated, and which form prevails above it?

The following assumptions make the question definite.

- The surface is in equilibrium with the gas, and the gas is ideal.
- Each precursor has one reactive hydroxyl of its own. A precursor with its hydroxyl is then a site with two states, single and double.
- Sites do not influence one another, and no other reaction competes.
- $\Delta H$ and $\Delta S^\circ$ do not vary with temperature. $\Delta S^\circ$ contains the vibrational and other local entropy of a site, but not the entropy of distributing the two states over many sites.

Energies are in eV and temperatures in K. Boltzmann's constant is $k=0.086173$ meV/K.

## First estimate by scaling

The reaction costs energy and gains entropy. The two balance when $T\Delta S$ is as large as $\Delta H$, so the temperature scale is $\Delta H/\Delta S$. With the standard entropy this gives

$$
\frac{0.60\ \text{eV}}{1.20\times10^{-3}\ \text{eV/K}}=500\ \text{K}.
$$

This value belongs to a byproduct pressure of 1 bar. The actual pressure is a thousand times lower, so at the same temperature each gas molecule has a thousand times more volume. The number of translational states open to it grows by the same factor, and its entropy grows by $k\ln1000$. With $\ln1000\approx7$ and $k\approx0.086$ meV/K, the gain is about 0.6 meV/K, half of the standard reaction entropy. The entropy scale is thus larger by a factor of about 1.5, and the temperature is smaller by the same factor:

$$
T\approx\frac{500\ \text{K}}{1.5}\approx333\ \text{K}.
$$

The estimate takes for granted that equal population means $\Delta H=T\Delta S$, and that the mixing of the two forms on the surface does not matter. Both points need proof.

## Exact solution of the model

### The gas

Consider $N$ molecules in a cube of side $L$ and volume $V=L^3$. Along one edge the energy levels of a molecule of mass $m$ are $h^2n^2/(8mL^2)$, with $n=1,2,\dots$. When the levels lie close together compared with $kT$, the sum over them may be replaced by an integral:

$$
\sum_{n}e^{-an^2}\approx\int_0^\infty e^{-an^2}\,dn=\frac12\sqrt{\frac{\pi}{a}},
\qquad a=\frac{h^2}{8mL^2kT}.
$$

Inserting $a$ gives $L/\Lambda$ with $\Lambda=h/\sqrt{2\pi mkT}$. Three edges give the product $V/\Lambda^3$. Rotation and vibration contribute a factor $q_i(T)$ that does not depend on the volume, so the partition function of one molecule is $q=Vq_i/\Lambda^3$.

For $N$ identical molecules in a dilute gas the partition function is $q^N/N!$. With Stirling's formula, $\ln N!\approx N\ln N-N$, the free energy is

$$
F=-kT\,(N\ln q-N\ln N+N).
$$

The chemical potential is the derivative with respect to $N$ at fixed $T$ and $V$:

$$
\mu=-kT(\ln q-\ln N-1+1)=-kT\ln\frac qN .
$$

The ideal gas law gives $V/N=kT/p$, and therefore

$$
\mu(T,p)=-kT\ln\frac{kT\,q_i}{p\,\Lambda^3}.
$$

At fixed temperature the pressure appears once, in the denominator of the logarithm. Subtracting the same expression at $p^\circ$ cancels everything else:

$$
\mu(T,p)=\mu^\circ(T)+kT\ln\frac{p}{p^\circ}.
$$

For $p<p^\circ$ the last term is negative, so a dilute gas takes up further molecules more readily.

### Free energy of one reaction event

Let $g_1$ be the free energy of a site in the single state, its hydroxyl included, and $g_2$ that of a site in the double state. One event changes the free energy by

$$
\Delta G=g_2+\mu(T,p)-g_1
=\underbrace{g_2+\mu^\circ-g_1}_{\Delta H-T\Delta S^\circ}+kT\ln\frac{p}{p^\circ}.
$$

Collecting the terms proportional to $T$ gives

$$
\Delta G=\Delta H-T\,\Delta S_p,\qquad
\Delta S_p=\Delta S^\circ-k\ln\frac{p}{p^\circ}.
$$

The pressure thus changes the entropy of the reaction and leaves its enthalpy alone, because the enthalpy of an ideal gas does not depend on pressure. $\Delta S_p$ is the reaction entropy at the actual pressure.

### Populations

Let $n$ of $M$ sites be in the double state, and let $x=n/M$. The $n$ double sites can be chosen in $M!/[n!(M-n)!]$ ways. Stirling's formula turns the logarithm of this number into

$$
M\ln M-n\ln n-(M-n)\ln(M-n)
=-M\,[x\ln x+(1-x)\ln(1-x)].
$$

In the last step $n=Mx$ and $M-n=M(1-x)$ were inserted, and the terms in $\ln M$ cancelled. The free energy per site, counted from the state in which all sites are single, is then

$$
f(x)=x\,\Delta G+kT\,[x\ln x+(1-x)\ln(1-x)].
$$

Its derivative is

$$
f'(x)=\Delta G+kT\,[\ln x+1-\ln(1-x)-1]
=\Delta G+kT\ln\frac{x}{1-x}.
$$

The second derivative, $kT/[x(1-x)]$, is positive, so the zero of $f'$ is a minimum. At equilibrium

$$
\frac{x}{1-x}=e^{-\Delta G/kT}.
$$

Equal populations mean $x=1/2$. The left side is then 1, and $\Delta G=0$. The mixing entropy does not enter this condition because it has its maximum, and hence zero slope, at $x=1/2$. This justifies the balance used in the estimate.

### The temperature

Setting $\Delta H-T\Delta S_p=0$ gives

$$
T_{\rm eq}=\frac{\Delta H}{\Delta S^\circ-k\ln(p/p^\circ)} .
$$

For the given pressure $\ln(p/p^\circ)=\ln10^{-3}=-6.9078$. The two minus signs make the pressure term an entropy gain:

$$
-k\ln\frac{p}{p^\circ}=0.086173\times6.9078\ \text{meV/K}=0.5953\ \text{meV/K}.
$$

The reaction entropy at 1 mbar is $1.2000+0.5953=1.7953$ meV/K, and

$$
T_{\rm eq}=\frac{0.60\ \text{eV}}{1.7953\times10^{-3}\ \text{eV/K}}=334.2\ \text{K}\quad(61\ ^\circ\text{C}).
$$

At this temperature the standard free energy $\Delta H-T\Delta S^\circ$ is $+0.1989$ eV and the pressure term is $-0.1989$ eV. Under 1 bar of byproduct the single form would still be favoured; the low pressure makes up the difference.

Since $\Delta S_p>0$, $\Delta G$ falls steadily as the temperature rises and crosses zero once. Above $T_{\rm eq}$ it is negative and the doubly anchored form prevails. Below $T_{\rm eq}$ the singly anchored form prevails.

The sign of the pressure term can be checked by its consequence. With the sign reversed the formula would give 992 K, above the 500 K for 1 bar. Removing the byproduct would then hinder the reaction that produces it, against the law of mass action.

### A count without the gas formula

The result was tested by a calculation that does not use the logarithmic pressure law. It takes 200 sites and a gas of one million methane molecules, to which each double site adds one more. The translational levels of the gas in its box are summed one by one, and all numbers of double sites from 0 to 200 are weighted and averaged. The populations are equal at 334.21 K, in agreement with the formula. The summed levels also give a change of $-0.1989$ eV in the chemical potential between 1 bar and 1 mbar. The count shares the enthalpy, the standard entropy, the ideal gas and the independence of sites with the model, so it tests the derivation and not these inputs.

The same level sum gives the translational entropy of methane at 1 bar and $T_{\rm eq}$ as 1.512 meV/K. This exceeds the 1.20 meV/K of the whole reaction. For methane as byproduct, release of the molecule can therefore supply the stated entropy, and all other contributions together must amount to about $-0.31$ meV/K. These include the rotation of the free molecule, about $+0.45$ meV/K at this temperature, and its vibrations, about $+0.01$ meV/K, so the surface itself must lose about 0.77 meV/K.

## Comparison of the two

The estimate, 333.3 K before rounding, lies 0.9 K below the solution of 334.2 K, or 0.3 % of that value. The physics of the two is the same, and the difference comes from rounding: 0.6 in place of 0.5953 meV/K makes the entropy too large by 0.3 %.

The agreement depends on having scaled the entropy and not the temperature. The formula can be written

$$
\frac1{T_{\rm eq}}=\frac{\Delta S^\circ}{\Delta H}-\frac{k}{\Delta H}\ln\frac p{p^\circ},
$$

so it is $1/T_{\rm eq}$ that is linear in $\ln p$. Differentiation gives

$$
-\frac1{T_{\rm eq}^2}\frac{dT_{\rm eq}}{d\ln p}=-\frac{k}{\Delta H}
\quad\Rightarrow\quad
\frac{dT_{\rm eq}}{d\log_{10}p}=\frac{\ln(10)\,k\,T_{\rm eq}^2}{\Delta H}.
$$

At 1 mbar the slope is 36.9 K per decade of pressure. At 1 bar it is larger by $(500/334.2)^2=2.24$, or about 83 K per decade. A straight line drawn from 500 K with that slope over three decades would end near 252 K, some 80 K too low.

The estimate also gives a single temperature and says nothing about how sharp the change is. For a general fraction $x$, the equilibrium condition reads $\Delta H-T\Delta S_p=-kT\ln[x/(1-x)]$. Solving for $T$ gives

$$
T_x=\frac{\Delta H}{\Delta S_p-k\ln[x/(1-x)]}.
$$

For $x=0.1$ the logarithm is $-\ln9$, which adds 0.189 meV/K to the denominator and gives 302.3 K. For $x=0.9$ the same amount is subtracted, which gives 373.6 K. The change from 10 % to 90 % double anchoring thus takes 71 K. It is a gradual shift of populations, as expected for independent sites, and not a phase transition.

## Limiting cases

At 500 K the standard free energy vanishes, since $\Delta H=T\Delta S^\circ$ there. The ratio of double to single is then set by the pressure alone:

$$
\frac{x}{1-x}=\frac{p^\circ}{p}=1000,
$$

so that $x=0.999$ at 1 mbar. At the same temperature and 1 bar the populations would be equal.

As $p\to0$ the denominator of $T_{\rm eq}$ grows without limit and $T_{\rm eq}$ tends to zero, though only logarithmically: at $10^{-3}$ mbar it is still 251 K. In perfect vacuum the equilibrium state is double anchoring at any temperature above absolute zero, because a released molecule does not return. Whether that state is reached is a matter of rates.

The signs of the inputs matter too. If $\Delta H$ were negative while $\Delta S_p$ stayed positive, $\Delta G$ would be negative at every temperature. The double form would prevail throughout, and no temperature of equal population would exist.

## Where the result can fail

**Reaction enthalpy.** At fixed entropy and pressure, $T_{\rm eq}$ is proportional to $\Delta H$. A change of 0.05 eV moves it to 306 K or 362 K, that is, by 28 K either way. Interactions between sites shift $T_{\rm eq}$ in the same way in a mean-field picture: if the neighbours of a half-converted surface raise the mean reaction enthalpy by 0.05 eV, $T_{\rm eq}$ rises by the same 28 K. They affect the width differently. If the extra enthalpy grows in proportion to $x$, then $\Delta H$ in the formula for $T_x$ becomes $\Delta H+0.1x$ eV. This gives 307 K for 10 % and 430 K for 90 % double anchoring, a width of 122 K against 77 K for a uniform $\Delta H$ of 0.65 eV.

**Number of hydroxyls.** Suppose each precursor has two equivalent hydroxyls and can react with either, but not both. There are then two double states for each single state, and at a given temperature and pressure the ratio of double to single is doubled. This adds $k\ln2$ to the reaction entropy and lowers $T_{\rm eq}$ to 323.5 K. If the given $\Delta S^\circ$ already includes the factor of two, there is no shift.

Scarce hydroxyls have a stronger effect. Let two precursors share one hydroxyl. The pair has three states: both single, the first double, or the second double. With $w=e^{-\Delta G/kT}$ their weights are $1$, $w$ and $w$, and in each of the last two states half of the precursors are double. The mean fraction is

$$
x=\frac{\tfrac12w+\tfrac12w}{1+w+w}=\frac{w}{1+2w}.
$$

At 334.2 K, where $w=1$, this is 1/3. At 500 K, where $w=1000$, it is 0.4998. Since $w/(1+2w)<1/2$ for every finite $w$, the populations never become equal. More generally, each double form uses up one hydroxyl, so equal populations at a finite temperature require more than one hydroxyl for every two precursors. The value of 334.2 K holds when each precursor has a hydroxyl of its own.

**Heat capacity.** Suppose that $\Delta H$ and $\Delta S^\circ$ hold at $T_0=298.15$ K and that the reaction has a constant heat capacity $C$. The enthalpy then changes by $C(T-T_0)$ and the entropy by $C\ln(T/T_0)$. With $\delta=T-T_0$, the change in $\Delta G$ to second order in $\delta$ is

$$
C\left[\delta-T\ln\frac{T}{T_0}\right]\approx-\frac{C\,\delta^2}{2T_0}.
$$

The first-order terms cancel, so the effect is small near $T_0$. To estimate $C$, note that free methane has $\tfrac52k$ from translation at constant pressure and $\tfrac32k$ from rotation, together $4k$. These six motions were soft vibrations on the surface, each worth between 0 and about $k$. If the internal vibrations of methane cancel, $C$ lies between about $-2k$ and $+4k$. The corresponding shifts of $T_{\rm eq}$ are $+0.2$ K and $-0.4$ K. The range is rough and its lower end is not a bound: the methyl group and the hydroxyl hydrogen have more than six low-frequency modes on the surface, and the stiffening by the second bridge is left out. Even $C=-6k$, however, shifts $T_{\rm eq}$ by only $+0.6$ K.

**Standard pressure and ideal gas.** If the tabulated entropy referred to 1 atm instead of 1 bar, $T_{\rm eq}$ would be lower by 0.2 K. The gas holds $2.2\times10^{-5}$ molecules per nm³. With a rough interaction volume of 0.1 nm³ per molecule, the relative correction to the ideal gas law is of order $2\times10^{-6}$, which is negligible here.

**Time.** Let $k_f$ be the rate constant from single to double, and $k_r$ that of the reverse step at the given pressure. Then

$$
\frac{dx}{dt}=k_f(1-x)-k_rx=k_f-(k_f+k_r)x,
$$

and a deviation from equilibrium decays with the time constant $\tau=1/(k_f+k_r)$. For illustration, take an activation free energy of 1.0 eV, independent of temperature, in the Eyring formula $k_f=(kT/h)\,e^{-1.0\,\text{eV}/kT}$. At $T_{\rm eq}$ this gives $k_f=5.8\times10^{-3}$ s⁻¹. The populations are equal there, so $k_r=k_f$ and

$$
\tau=\frac{1}{2\times5.8\times10^{-3}\ \text{s}^{-1}}\approx86\ \text{s}.
$$

At 500 K and the same pressure, $\tau$ is 1.15 ms. With this barrier, a pulse of one second would leave the surface far from equilibrium at 334 K and bring it to equilibrium at 500 K.

## Beside a real process

Thermal deposition with methyl-bearing precursors often runs at roughly 400 to 600 K and at total pressures around 1 mbar; these are rough figures. The byproduct is only a part of this gas, so the 1 mbar of the problem is a high value for its partial pressure. Even so, $T_{\rm eq}$ lies below these temperatures, and a lower byproduct pressure would reduce it further. The enthalpy of $+0.6$ eV is a given of the problem and is not typical of methyl precursors, many of whose exchange reactions release heat. It may be read as the case of an unfavourable site.

A reactor does not hold the byproduct pressure fixed: it rises during the precursor pulse and falls during the purge. With the other inputs unchanged, $T_{\rm eq}$ is 376 K at 10 mbar and 301 K at 0.1 mbar. For a process at 500 K the model predicts mostly double anchoring over this whole range, provided that each precursor has its own hydroxyl and the barrier is low enough for equilibrium within the pulse. Near room temperature, purging shifts the equilibrium towards double anchoring, but with the barrier assumed above, the Eyring formula gives $k_f\approx8\times10^{-5}$ s⁻¹ at 298 K, and the surface follows slowly. Since $k_r$ is proportional to the byproduct pressure, $\tau=1/(k_f+k_r)$ is about 16 min at 1 mbar and 1.6 h at 0.1 mbar, and it approaches $1/k_f$, more than three hours, in vacuum.

The numerical output below lists the main values used here.

## Computed values

```
Reaction enthalpy: 0.60 eV
Standard reaction entropy: 1.20 meV/K
Standard pressure: 1 bar
Byproduct pressure: 1.00 mbar = 0.750 Torr
Boltzmann constant: 0.086173 meV/K
ln(p/p0): -6.9078
Entropy gain -k ln(p/p0): 0.5953 meV/K
Reaction entropy at p: 1.7953 meV/K
T_eq from formula: 334.21 K = 61.1 C
T_eq from explicit count: 334.21 K
Standard free energy at T_eq: 0.1989 eV
Pressure term at T_eq, formula: -0.1989 eV
Pressure term at T_eq, level sum: -0.1989 eV
Temperature for 10 % double: 302.3 K
Temperature for 90 % double: 373.6 K
10-90 % width: 71.3 K
Slope of T_eq, formula: 36.94 K per decade of pressure
Slope of T_eq, count: 36.94 K per decade of pressure
T_eq at 0.001 mbar: 251.0 K
T_eq at 0.1 mbar: 301.0 K
T_eq at 10 mbar: 375.7 K
T_eq at 1 bar (pressure term absent): 500.0 K
False T from reversed pressure sign: 992.2 K
Double fraction at 500 K and 1 mbar: 0.99900
Double/single ratio at 500 K, formula: 1000.0
Methane mass: 16.043 u
Methane translational entropy, T_eq, 1 bar: 1.512 meV/K
T_eq if dH changes by -0.05 eV: 306.4 K
T_eq if dH changes by +0.05 eV: 362.1 K
T_eq with two equivalent hydroxyls: 323.5 K
Shared hydroxyl, double fraction at T_eq: 0.3333
Shared hydroxyl, double fraction at 500 K: 0.4998
T_eq with heat capacity -2 k: 334.42 K (shift +0.20 K)
T_eq with heat capacity +4 k: 333.82 K (shift -0.39 K)
T_eq if standard pressure is 1 atm: 334.00 K (shift -0.21 K)
Gas density at T_eq: 2.17e-05 per nm^3
Non-ideality, density x 0.1 nm^3: 2.2e-06
Illustrative activation free energy: 1.00 eV
Forward rate at T_eq: 5.80e-03 1/s
Relaxation time at T_eq: 86.2 s
Relaxation time at 500 K: 1.15 ms
```
